# Shirley's Floquet matrix as the large-photon-number limit of a quantized mode

**Q.** A molecule in a laser field has a Hamiltonian that changes with time, so it has no stationary states. How can a constant matrix describe it?

**A.** Take a molecule with finitely many levels, a Hamiltonian $H_A$ and a Hermitian dipole matrix $\mu$. In atomic units,

$$H(t)=H_A-\mu F\cos\omega t,\qquad T=2\pi/\omega .$$

Let $U(t)$ be the propagator from time zero. Since $H$ is periodic, $U(t+T)=U(t)U(T)$. The unitary matrix $U(T)$ has eigenvectors $v$ with eigenvalues $e^{-i\varepsilon T}$. Define $\varphi(t)=e^{i\varepsilon t}U(t)v$. Then

$$\varphi(t+T)=e^{i\varepsilon t}e^{i\varepsilon T}U(t)U(T)v=\varphi(t),$$

so $\psi=e^{-i\varepsilon t}\varphi(t)$ is a solution with a periodic factor. Inserting it in $i\partial_t\psi=H\psi$ gives $\varepsilon\varphi+i\partial_t\varphi=H\varphi$, or

$$(H(t)-i\partial_t)\varphi=\varepsilon\varphi .$$

Now write $\varphi=\sum_m\varphi_m e^{im\omega t}$. The derivative $-i\partial_t$ multiplies $\varphi_m$ by $m\omega$. The cosine is half the sum of $e^{i\omega t}$ and $e^{-i\omega t}$, which move the index up and down by one. The coefficient of $e^{im\omega t}$ is therefore

$$(H_A+m\omega)\varphi_m-\tfrac F2\mu(\varphi_{m-1}+\varphi_{m+1})=\varepsilon\varphi_m .$$

This is the eigenvalue problem of a constant matrix, Shirley's Floquet Hamiltonian:

$$\langle\beta m|H_F|\alpha m'\rangle=(H_A)_{\beta\alpha}\delta_{mm'}+m\omega\,\delta_{\beta\alpha}\delta_{mm'}-\tfrac F2\mu_{\beta\alpha}(\delta_{m,m'+1}+\delta_{m,m'-1}).$$

The index $m$ runs over all integers. Shifting every index of $\varphi$ by $k$ changes $\varepsilon$ to $\varepsilon+k\omega$ and leaves $\psi$ unchanged, so each physical solution appears once on every rung of a ladder.

**Q.** That covers special solutions. What if the molecule simply starts in level $\alpha$?

**A.** Let $c_m(t)$ be the components of $e^{-iH_Ft}|\alpha 0\rangle$, each a vector over the levels, and set $\psi(t)=\sum_m c_m(t)e^{im(\omega t+\theta)}$. Then

$$i\partial_t\psi=\sum_m(i\dot c_m-m\omega c_m)e^{im(\omega t+\theta)}=\sum_m\left[H_Ac_m-\tfrac F2\mu(c_{m-1}+c_{m+1})\right]e^{im(\omega t+\theta)} .$$

Relabelling the sums turns $c_{m\mp1}$ into a factor $e^{\pm i(\omega t+\theta)}$, so the right side is $[H_A-\mu F\cos(\omega t+\theta)]\psi$. At $t=0$ only $c_0$ is present and $\psi=\alpha$. Hence, for $\theta=0$,

$$U_{\beta\alpha}(t)=\sum_m e^{im\omega t}\langle\beta m|e^{-iH_Ft}|\alpha0\rangle .$$

If the phase $\theta$ is random, averaging $|\psi_\beta|^2$ over it removes the cross terms between different $m$:

$$\bar P_{\beta\alpha}(t)=\sum_m|\langle\beta m|e^{-iH_Ft}|\alpha0\rangle|^2 .$$

**Q.** Show me numbers for a definite case.

**A.** Take three levels at 0, 0.10 and 0.18 hartree, with $\omega=0.11$ hartree and $F=0.02$ hartree/($ea_0$). These are round model parameters. The field is $1.0\times10^{10}$ V/m, an intensity of $1.4\times10^{13}$ W/cm², at which a real molecule can also reach higher levels and ionize; three levels leave this out. The dipole elements in $ea_0$ are $\mu_{01}=1.0$, $\mu_{12}=0.8$, $\mu_{02}=0.3$, $\mu_{00}=0$, $\mu_{11}=0.5$ and $\mu_{22}=-0.3$.

For an estimate, keep level 0 with $m=0$ and level 1 with $m=-1$. Their energies are 0 and $0.10-0.11=-0.01$, and their coupling has size $F\mu_{01}/2=0.01$. The eigenvalues are $-0.005\pm\sqrt{0.005^2+0.01^2}$, or $0.0062$ and $-0.0162$ hartree. Level 2 with $m=-2$ lies at $0.18-0.22=-0.04$.

The Floquet matrix with all its couplings gives $-0.04166$, $-0.01451$ and $0.00617$ hartree ($-1.134$, $-0.395$ and $0.168$ eV). Integrating the Schrödinger equation over one period gives the same values, as the numerical check confirms.

**Q.** The index $m$ looks like a photon number, but it came from a Fourier series and can be negative. Where are the photons?

**A.** Quantize the mode. In the length gauge its energy, for coordinate $q$ and momentum $p$, is

$$\tfrac12p^2+\tfrac12(\omega q-\Lambda\mu)^2=\tfrac12p^2+\tfrac12\omega^2q^2-\omega\Lambda q\mu+\tfrac12\Lambda^2\mu^2 .$$

With $q=(a+a^\dagger)/\sqrt{2\omega}$ and $\mathcal E=\Lambda\sqrt{\omega/2}$, and without the zero-point energy,

$$H_Q=H_A+\omega a^\dagger a-\mathcal E\mu(a+a^\dagger)+\frac{\mathcal E^2}{\omega}\mu^2 .$$

Here $\mu^2$ is the square of the finite dipole matrix, which is part of the model. A coherent state of mean photon number $N$ has $\langle a+a^\dagger\rangle=2\sqrt N\cos\omega t$ in free evolution, so the classical amplitude is $F=2\mathcal E\sqrt N$. The limit is $N\to\infty$ at fixed $F$. Since $\mathcal E^2$ is inversely proportional to the mode volume, this means a growing volume at fixed photon density.

Count photons from a large integer $N$, with $n=N+m$. From $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$, the element that links $m$ to $m+1$ is

$$-\mathcal E\sqrt{N+m+1}\,\mu=-\tfrac F2\mu\sqrt{1+\frac{m+1}N} .$$

The diagonal is $H_A+m\omega$ after subtracting $N\omega$, and the self-energy is $F^2\mu^2/(4\omega N)$. For fixed $m$ the matrix tends to $H_F$, and each coupling changes by the relative amount $(m+1)/(2N)$ to leading order. At $N=400$ the link from $m=0$ to $1$ is changed by 0.125%. With $\mathcal E^2=2\pi\omega/V$, the values $N=25$ and $400$ used below mean mode volumes of only 26 and 410 nm³ at this field, small enough to make the corrections visible. A volume $\lambda^3$, with $\lambda=414$ nm, holds about $7\times10^7$ photons at the same field. A negative $m$ means fewer photons than $N$.

**Q.** Elementwise convergence proves little. For large $|m|$ the root is nowhere near one, and the photon ladder stops at $n=0$ while Shirley's does not.

**A.** The Floquet vectors have little weight there, and this can be turned into a bound. Let $\hat m$ multiply $\varphi_m$ by $m$, and normalize $\sum_m\|\varphi_m\|^2=1$. In the time picture $\hat m\varphi=-i\partial_t\varphi/\omega=(\varepsilon-H)\varphi/\omega$, so $\|\hat m\varphi\|$ is finite. Further derivatives show the same for every power of $\hat m$.

Let $d_m=\sqrt{1+m/N}-1$ be the relative change of the link from $m-1$ to $m$, and put $d_m=-1$ for $m\le-N$. This extends the photon ladder below $n=0$ with zero couplings, so the added part is disconnected from the real one. For $x\ge-1$,

$$|\sqrt{1+x}-1|=\frac{|x|}{\sqrt{1+x}+1}\le|x| ,$$

hence $|d_m|\le|m|/N$, also below the floor, where $|m|/N\ge1$. The extended matrix is $H_F+R$ with

$$(R\varphi)_m=-\tfrac F2\mu(d_m\varphi_{m-1}+d_{m+1}\varphi_{m+1})+\frac{F^2}{4\omega N}\mu^2\varphi_m .$$

After relabelling, the first term weights $\varphi_m$ by at most $|m+1|/N$ and the second by at most $|m|/N$. Thus

$$\|R\varphi\|\le\frac BN,\qquad B=\tfrac F2\|\mu\|\left(\|(\hat m+1)\varphi\|+\|\hat m\varphi\|\right)+\frac{F^2\|\mu\|^2}{4\omega} .$$

Let $P$ keep the real photon numbers, $m\ge-N$. Because the two parts are disconnected, $(H_Q-N\omega-\varepsilon)P\varphi=PR\varphi$, whose norm is at most $B/N$. The discarded weight is at most $\|\hat m\varphi\|^2/N^2$, since $|m|>N$ there. Expanding $P\varphi$ in eigenstates of $H_Q$ shows that the norm on the left is at least $\|P\varphi\|$ times the distance from $N\omega+\varepsilon$ to the nearest eigenvalue. So for $N>\|\hat m\varphi\|$,

$$\text{distance}\le\frac{B}{N\sqrt{1-\|\hat m\varphi\|^2/N^2}} .$$

Each quasienergy therefore has a level of the quantized problem within order $1/N$.

**Q.** A bound may be far from the truth. What is the shift itself?

**A.** Expand the root once more. From $1+x/2-\sqrt{1+x}=\tfrac12(\sqrt{1+x}-1)^2\le x^2/2$, the link is $-\tfrac F2\mu[1+(m+1)/(2N)]$ up to terms in $(m+1)^2/N^2$. With $S|m\rangle=|m+1\rangle$, so that $\hat mS|m\rangle=(m+1)|m+1\rangle$,

$$H_Q-N\omega=H_F+\frac WN+O(N^{-2}),\qquad W=-\tfrac F4\mu(\hat mS+S^\dagger\hat m)+\frac{F^2}{4\omega}\mu^2 ,$$

when acting on rapidly decaying vectors. Assume that $\varepsilon$ is not degenerate in $H_F$, and let $w=\langle\varphi|W|\varphi\rangle$. Use the trial vector $\varphi+\chi/N$ with

$$(H_F-\varepsilon)\chi=-(W-w)\varphi .$$

This can be solved because the right side is orthogonal to $\varphi$ and the other quasienergies lie a finite distance away. Solving the equation for $\hat m\chi$ shows repeatedly that $\chi$ decays rapidly too. The terms of order $1/N$ then cancel, and the distance argument gives a level

$$E=N\omega+\varepsilon+\frac wN+O(N^{-2}) .$$

In the example, in the order of the quasienergies above, $w=0.001861$, $-0.000742$ and $0.000169$ hartree. For the first level at $N=400$ this predicts $0.001861/400=4.65\times10^{-6}$ hartree, which is what diagonalizing $H_Q$ gives. The bound there is $1.2\times10^{-4}$ hartree, safe but loose.

**Q.** The self-energy is also of order $1/N$. Would the result survive without it?

**A.** The limit would, but $w$ would change. To see its role, go back to time. Multiplication by $e^{i\omega t}$ is $S$, and a sum over $m$ is an average over a period, written with an overbar. The two terms with $\hat m$ are complex conjugates in the expectation value, so

$$w=-\tfrac F2\,\overline{\mathrm{Re}\,\langle\hat m\varphi|\mu e^{i\omega t}|\varphi\rangle}+\frac{F^2}{4\omega}\overline{\langle\mu^2\rangle} .$$

Insert $\hat m\varphi=(\varepsilon-H_A+\mu F\cos\omega t)\varphi/\omega$. Its last term contributes $-(F^2/2\omega)\cos^2\omega t\,\langle\mu^2\rangle=-(F^2/4\omega)(1+\cos2\omega t)\langle\mu^2\rangle$. The self-energy cancels the constant 1:

$$w=-\frac F{2\omega}\overline{\mathrm{Re}\left[\langle\varphi|(\varepsilon-H_A)\mu|\varphi\rangle e^{i\omega t}\right]}-\frac{F^2}{4\omega}\overline{\langle\mu^2\rangle\cos2\omega t} .$$

A limiting case shows why this is needed. If $\mu$ is a number $c$ times the unit matrix, then

$$\omega a^\dagger a-\mathcal Ec(a+a^\dagger)+\frac{\mathcal E^2c^2}\omega=\omega\left(a^\dagger-\frac{\mathcal Ec}\omega\right)\left(a-\frac{\mathcal Ec}\omega\right),$$

a displaced oscillator with unshifted levels. The formula agrees: $\varphi$ is then a level of $H_A$ times a phase, with $\varepsilon$ equal to that level's energy, and both terms vanish.

**Q.** Shirley's rungs are spaced by $\omega$. Can real photon absorption leave the spacing unchanged?

**A.** It changes at order $1/N$. Moving up one rung replaces $\varphi$ by $S\varphi$, so $w$ changes by the expectation value of $S^\dagger WS-W$. Since $S^\dagger\hat mS=\hat m+1$,

$$S^\dagger WS-W=-\tfrac F4\mu(S+S^\dagger)=\tfrac F2\frac{\partial H_F}{\partial F} .$$

By the Hellmann–Feynman theorem its expectation value is $\tfrac F2\,\partial\varepsilon/\partial F$, and the spacing is

$$\omega+\frac F{2N}\frac{\partial\varepsilon}{\partial F}+O(N^{-2}) .$$

One more photon raises $F=2\mathcal E\sqrt N$ by $F/(2N)$, and the quasienergy follows. For the third quasienergy the slope is $0.4641\,ea_0$. The coefficient of $1/N$ is $0.01\times0.4641=0.00464$ hartree, and the levels of $H_Q$ reproduce it.

**Q.** A laser is closer to a coherent state, whose photon number spreads over about $\sqrt N$. With $m\sim\sqrt N$ the couplings vary by a relative $1/\sqrt N$. Is your order $1/N$ lost?

**A.** It is lost for the state vector and kept for atomic expectation values at a fixed time. In the interaction picture of the free mode, $a$ becomes $ae^{-i\omega t}$. Displace the mode by the coherent amplitude, $a\to a+\sqrt N$. The coherent state becomes the vacuum, atomic operators are untouched, and the Hamiltonian becomes

$$H(t)-\mathcal E\mu(ae^{-i\omega t}+a^\dagger e^{i\omega t})+\frac{\mathcal E^2}\omega\mu^2,$$

because $-\mathcal E\mu\,2\sqrt N\cos\omega t=-\mu F\cos\omega t$. No approximation has been made.

Treat the last two terms as a perturbation, with $\mu_H(s)=U^\dagger(s)\mu U(s)$. In first order one photon appears in the displaced mode, with amplitude $-i(-\mathcal E)K=i\mathcal EK$, where

$$K(t)=\int_0^t\mu_H(s)e^{i\omega s}ds .$$

In second order that photon can be reabsorbed, with the factor $(-i)^2=-1$, and the self-energy acts once, with the factor $-i$. The vacuum part therefore changes by $-\mathcal E^2L$, where

$$L(t)=\int_0^t\left[\mu_H(s)e^{-i\omega s}K(s)+\frac i\omega\mu_H^2(s)\right]ds .$$

Parts with different photon numbers do not interfere in an atomic expectation value. For the initial atomic state $\alpha$, with $\mathcal E^2=F^2/(4N)$,

$$P_\beta=|(U\alpha)_\beta|^2+\frac{F^2}{4N}\left\{|(UK\alpha)_\beta|^2-2\,\mathrm{Re}\left[(U\alpha)_\beta^*(UL\alpha)_\beta\right]\right\}+O(N^{-2}) .$$

The two-photon part has an amplitude of order $\mathcal E^2$, so its probability enters at $N^{-2}$. Odd powers of $\mathcal E$ in the amplitudes go with odd photon numbers, so no odd power survives in $P_\beta$.

In the example, start in level 0 and stop at $t=150$ atomic units (3.63 fs). The classical field gives populations 0.1508, 0.8027 and 0.0465. The derived corrections are $0.3914/N$, $-0.3333/N$ and $-0.0581/N$, and the quantized calculation tends to them. At $N=25$ the first population is off by $0.3911/25=0.0156$, about 10% of its classical value. At $N=400$ the error is 0.00098.

The probability of finding the mode outside its freely evolving coherent state is $0.622/N$ to leading order. The corresponding amplitude is of order $1/\sqrt N$: at $N=400$ the probability is $0.6213/400=0.00155$ and the amplitude 0.039.

**Q.** A number state has no phase and zero mean field. Which classical field could it resemble?

**A.** One with a random phase. Starting from $|\alpha,N\rangle$, the population of $\beta$ is summed over all final photon numbers. As $H_Q-N\omega$ tends to $H_F$, that sum tends to $\bar P_{\beta\alpha}$.

The error at fixed time can be bounded. The commutator of $H_F$ with $\hat m$ has norm at most $F\|\mu\|$, so $\|\hat m e^{-iH_Fs}|\alpha0\rangle\|\le F\|\mu\|s$. The difference of the two evolutions is at most the time integral of $\|R\,e^{-iH_Fs}|\alpha0\rangle\|$. With the estimate of $R$ used before, this is at most

$$\frac1N\left[\tfrac12(F\|\mu\|t)^2+\tfrac12F\|\mu\|t+\frac{F^2\|\mu\|^2t}{4\omega}\right] .$$

The populations are thus corrected at order $1/N$, with a coefficient obtained by replacing $H_F$ by $H_F+xW$ in $\bar P_{\beta\alpha}$ and differentiating at $x=0$. In the example the limiting populations are 0.1299, 0.7952 and 0.0749, different from those of the fixed-phase field. The coefficients are 0.0276, 0.0238 and $-0.0515$, again matched by the quantized calculation.

**Q.** You keep saying "fixed time". What happens if I wait?

**A.** For the coherent state, $K$ grows. In a Floquet state, $\mu e^{i\omega t}$ has a period average whose real part is $\overline{\langle\mu\rangle\cos\omega t}=-\partial\varepsilon/\partial F$. The imaginary part vanishes, because $\langle H\rangle$ is periodic and its net change over a period, the integral of $\omega F\langle\mu\rangle\sin\omega t$, must be zero. A Floquet state with a nonzero slope therefore has a one-photon amplitude of size

$$\mathcal E|K|\approx\frac{Ft}{2\sqrt N}\left|\frac{\partial\varepsilon}{\partial F}\right|$$

at long times, as long as this is small. The elements of $K$ between different Floquet states oscillate at frequencies $\varepsilon_j-\varepsilon_k+n\omega$, which are nonzero when the quasienergies differ modulo $\omega$, so they stay bounded. The mode therefore stays near its coherent state while $Ft\,|\partial\varepsilon/\partial F|\ll2\sqrt N$ for the Floquet states that are populated, and first departs when this fails. The departure is a rotation of the phase of the mode at the rate $(F/2N)\,\partial\varepsilon/\partial F$, the shift of the rung spacing found above, so at finite $N$ the mode can come back near $t=4\pi N/(F|\partial\varepsilon/\partial F|)$. With the levels of the example, $N=25$ and the weaker field $F=0.002$, the probability of being outside the coherent state rises to one and falls back to about 0.01 at $t=1.7\times10^6$. At $F=0.02$ it falls back only to about 0.72. A sufficient condition follows from the mean photon number $\nu$ of the displaced mode. Only the coupling changes it, so $|\dot\nu|\le2\mathcal E\|\mu\|\sqrt\nu$ and, starting from zero, $\sqrt\nu\le\mathcal E\|\mu\|t=Ft\|\mu\|/(2\sqrt N)$. The probability of finding any photon there is at most $\nu$, so $Ft\|\mu\|\ll\sqrt N$ is sufficient. It can be stricter than needed: in the example the slopes have sizes 0.17, 0.30 and $0.46\,ea_0$, while $\|\mu\|=1.63\,ea_0$. This condition concerns the state of the mode; the long-time atomic populations are not examined here.

At $t=150$, $Ft=3$. At $N=100$ and $t=4000$ the ratio $Ft/\sqrt N$ is $80/10=8$, and the mode is found outside its original coherent state with probability 0.90. Raising $N$ to 400 and $t$ to 8000 keeps the ratio at $160/20=8$, and the probability is again 0.90. More photons postpone the departure of the mode from its coherent state, but at a fixed ratio $Ft/\sqrt N$ they did not reduce it here.

## Computed values

```
level energies (hartree): 0.00  0.10  0.18
dipole matrix row 0 (e a0): 0.0  1.0  0.3
dipole matrix row 1 (e a0): 1.0  0.5  0.8
dipole matrix row 2 (e a0): 0.3  0.8  -0.3
frequency 0.11 hartree, field 0.02 hartree/(e a0)
period 57.120 a.u. of time
observation time 150 a.u. = 3.628 fs
quasienergies, Floquet matrix (hartree): -0.04166204  -0.01451049  0.00617253
quasienergies, one period (hartree): -0.04166204  -0.01451049  0.00617253
quasienergies (eV): -1.13368  -0.39485  0.16796
norm of m phi (dimensionless): 1.9459  0.9346  0.5992
coefficient w, matrix form (hartree): 0.0018605  -0.0007421  0.0001691
coefficient w, time average (hartree): 0.0018605  -0.0007421  0.0001691
N=25: N*(level - quasienergy) (hartree): 0.0018641  -0.0007458  0.0001693
N=50: N*(level - quasienergy) (hartree): 0.0018623  -0.0007439  0.0001692
N=100: N*(level - quasienergy) (hartree): 0.0018614  -0.0007430  0.0001691
N=200: N*(level - quasienergy) (hartree): 0.0018609  -0.0007425  0.0001691
N=400: N*(level - quasienergy) (hartree): 0.0018607  -0.0007423  0.0001691
same, extrapolated (hartree): 0.0018605  -0.0007421  0.0001691
error bound at N=400 (hartree): 0.0001248  0.0000696  0.0000644
actual shift at N=400 (hartree): 0.000004652  -0.000001856  0.000000423
relative coupling change, m=0 to 1, N=400: 0.001249
d(quasienergy)/dF (e a0): -0.16810  -0.29597  0.46407
(F/2) d(quasienergy)/dF (hartree): -0.0016810  -0.0029597  0.0046407
N*(rung spacing - frequency), extrap. (hartree): -0.0016810  -0.0029597  0.0046407
populations, classical field: 0.150773  0.802678  0.046549
populations, phase average: 0.129867  0.795238  0.074895
N=25: N*(coherent-state pop. error): 0.39114  -0.33409  -0.05705
N=50: N*(coherent-state pop. error): 0.39127  -0.33370  -0.05757
N=100: N*(coherent-state pop. error): 0.39132  -0.33349  -0.05783
N=200: N*(coherent-state pop. error): 0.39135  -0.33338  -0.05796
N=400: N*(coherent-state pop. error): 0.39136  -0.33333  -0.05803
same, extrapolated: 0.39137  -0.33328  -0.05810
coherent-state coefficient, derived: 0.39137  -0.33328  -0.05810
N=25: N*(number-state pop. error): 0.02763  0.02429  -0.05192
N=50: N*(number-state pop. error): 0.02762  0.02407  -0.05169
N=100: N*(number-state pop. error): 0.02762  0.02396  -0.05158
N=200: N*(number-state pop. error): 0.02762  0.02390  -0.05152
N=400: N*(number-state pop. error): 0.02762  0.02387  -0.05149
same, extrapolated: 0.02762  0.02384  -0.05147
number-state coefficient, derived: 0.02762  0.02384  -0.05147
N*(prob. of leaving coherent state), N=400: 0.62134
same, extrapolated: 0.62187
leaving coefficient, derived: 0.62187
N=100, t=4000 a.u.: leaving probability 0.8993
N=400, t=8000 a.u.: leaving probability 0.9025
```
